Contact binding of a zero-momentum exciton on a simple cubic lattice

**Problem**

An electron and a hole move on an infinite simple cubic lattice of spacing a. Each hops between nearest neighbours, with amplitudes -t_e and -t_h, where t_e and t_h are positive. When both occupy the same site their energy is lowered by U > 0; otherwise they do not interact. The total momentum of the pair is zero. How large must U be, in units of the summed hopping T = t_e + t_h, for a bound exciton to exist?

"Bound" means that the pair has a normalizable state below the continuum of free pairs. The constant band-gap energy is dropped. U is the net contact attraction, after subtraction of any repulsive contact exchange.

**A tempting solution, which is wrong**

A free electron has energy -2t_e Σ_i cos(k_i a), with i = x, y, z, and its minimum is -6t_e. The hole minimum is -6t_h. A free pair can therefore reach -6T. A pair held on one site gains -U, but it has no hopping energy. Binding pays when -U lies below -6T, so the threshold appears to be

U = 6T.

**Where it fails**

The number -U is the mean energy of one particular state, the pair fixed on a single site. That state is not an eigenstate, because hopping takes the pair out of it. By the variational principle the lowest energy is at or below this mean energy. The condition U > 6T therefore guarantees binding, but its failure does not exclude binding. A pair that spends part of its time on separate sites keeps some hopping energy and may still be bound. The threshold has to come from the Schrödinger equation of the relative motion.

**Relative motion**

Let Ψ(r_e, r_h) be the pair amplitude and d one of the six nearest-neighbour vectors. Then

-t_e Σ_d Ψ(r_e+d, r_h) - t_h Σ_d Ψ(r_e, r_h+d) - U δ(r_e,r_h) Ψ = EΨ,

where δ(r_e,r_h) is 1 on a common site and 0 otherwise. For total momentum ħK, write

Ψ(r_e, r_h) = exp(iK·r_h) φ(r), r = r_e - r_h.

An electron hop changes r to r+d. A hole hop changes r to r-d and adds the phase exp(iK·d). Renaming d as -d in the hole sum gives

-Σ_d [t_e + t_h exp(-iK·d)] φ(r+d) - U δ(r,0) φ(0) = Eφ(r).

At K = 0 the phases are 1 and the two hoppings add:

-T Σ_d φ(r+d) - U δ(r,0) φ(0) = Eφ(r).

Now define φ_k = Σ_r φ(r) exp(-ik·r), and let ⟨...⟩ be the average over the Brillouin zone, so that φ(0) = ⟨φ_k⟩. The shift by d becomes a factor exp(ik·d), and the six factors sum to 2Σ_i cos(k_i a). Hence

(ε_k - E) φ_k = Uφ(0), ε_k = -2T Σ_i cos(k_i a).

The free-pair continuum runs from -6T to 6T. If φ(0) were zero, φ_k would vanish wherever ε_k differs from E, and no state would remain. So φ(0) is not zero. Dividing by ε_k - E, averaging over the zone and cancelling φ(0) gives

1 = U ⟨1/(ε_k - E)⟩.

**The condition for a root**

Put E = -6T - B, where B > 0 is the binding energy, and write q_i = k_i a and c = cos q_x + cos q_y + cos q_z. The condition becomes

1 = U G(B), G(B) = ⟨1/[2T(3-c) + B]⟩.

The denominator grows with B, so G falls steadily. Since G(B) < 1/B, it tends to zero at large B. Its largest value is the limit G(0). A root therefore exists, and is unique, when U G(0) > 1; when U G(0) ≤ 1 there is none with B > 0.

It remains to see that G(0) is finite. For |q_i| ≤ π one has 1 - cos q_i ≥ 2q_i²/π², so 1/(3-c) ≤ π²/(2q²). The volume element q²dq cancels this singularity. In one or two dimensions the volume element is dq or q dq, the integral diverges at small q, and any U > 0 gives a root. The threshold thus comes from the small number of low-energy pair states in three dimensions.

With

W = ⟨1/(3-c)⟩, G(0) = W/(2T),

the critical attraction is

U_c = 2T/W.

At U = U_c itself the solution has B = 0 and φ_k proportional to 1/q² near q = 0. Its norm contains ∫q²dq/q⁴, which diverges, so there is no bound state at equality.

**The value of W**

For x > 0, 1/x = ∫₀^∞ exp(-xs) ds. With x = 3-c the exponential splits into three equal factors. Since (1/π)∫₀^π exp(s cos q) dq = I₀(s), the modified Bessel function,

W = ∫₀^∞ [exp(-s) I₀(s)]³ ds = 0.505462.

In a numerical evaluation the tail matters. At large s, exp(-s)I₀(s) ≈ 1/√(2πs), so the part beyond s = S is about

(2π)^(-3/2) ∫_S^∞ s^(-3/2) ds = 0.127/√S.

Stopping at S = 100 would lose 0.013, or 2.5 % of W. With the whole integral,

U_c = 2T/0.505462 = 3.957 T.

This is the requested threshold, about 3.96 times the summed hoppings.

A calculation in real space gives the same number without the Bessel integral. The relative motion was diagonalized in open cubic boxes with walls 40 and 80 spacings from the centre. Removing an error inversely proportional to box size gave U_c/T = 3.95677, against 3.95678 from the integral. With walls at 30 spacings, the lowest energy lay 0.007T above -6T for U = 0.9U_c and 0.078T below it for U = 1.1U_c. The walls alone lift the level by 0.008T, and at U = U_c it still lies 0.002T above -6T, so a single box brackets the threshold but does not locate it.

**What the tempting solution left out**

Expand 1/(3-c) in powers of c/3. Because c/3 = (1/6)Σ_d exp(ik·d), the average of (c/3)^n is the probability p_n that a random walk of n steps ends where it began. Odd n gives zero, and

3W = 1 + p₂ + p₄ + ...

The series may be averaged term by term. Shifting every q_i by π changes c to -c, so 1/(3-c) may be replaced by half the sum of 1/(3-c) and 1/(3+c), whose expansion has no negative terms.

A two-step return must reverse the first step, so p₂ = 6/36 = 1/6. For four steps there are 18 closed walks along one axis: 3 axes times 6 orderings of two forward and two backward steps. There are 72 using two axes: 3 pairs of axes times 24 orderings. Thus p₄ = 90/1296 = 0.069.

Since U_c = 6T/(3W), keeping the first term alone gives 6T, the tempting answer. Two terms give 5.14T and three give 4.85T. The full sum is 3W = 1.516 and gives 3.957T. The missing terms are excursions in which electron and hole separate and meet again.

**Just above threshold**

Let A = 2T(3-c). Subtracting 1/U = G(B) from 1/U_c = G(0) gives

1/U_c - 1/U = ⟨1/A - 1/(A+B)⟩ = B⟨1/[A(A+B)]⟩.

For small B the average is dominated by small q, where A ≈ Tq². To leading order the integral may be extended to infinite q:

1/U_c - 1/U ≈ [B/(2π)³] ∫₀^∞ 4πq² dq/[Tq²(Tq²+B)]
= [B/(2π²T)] ∫₀^∞ dq/(Tq²+B).

The last integral is π/(2√(TB)). The right side is therefore √B/(4πT^(3/2)), and

B ≈ T [4πT(1/U_c - 1/U)]².

The binding energy starts quadratically in U - U_c. At U = 1.001U_c this law gives B = 1.0066×10⁻⁵ T; the root of the full condition is 1.0057×10⁻⁵ T.

The probability P₀ of finding both particles on one site follows from φ_k = Uφ(0)/(ε_k - E) and Σ_r|φ(r)|² = ⟨|φ_k|²⟩:

P₀ = |φ(0)|²/⟨|φ_k|²⟩ = 1/[U²⟨1/(ε_k - E)²⟩].

Differentiating 1/U = G(B) gives -dU/U² = -⟨1/(ε_k - E)²⟩dB, so

P₀ = dB/dU.

Near threshold this slope is proportional to U - U_c and goes to zero. A barely bound pair is rarely on the site where it attracts, the opposite of the state assumed in the tempting solution.

**Strong attraction**

For |E| much larger than 6T, expand the average in ε_k/|E|. The mean of ε_k is zero. Each cos² averages to 1/2 and the cross terms vanish, so ⟨ε_k²⟩ = 4T²×3/2 = 6T². Then

1 ≈ U[1/|E| + 6T²/|E|³], |E| ≈ U + 6T²/U,

and

B = |E| - 6T ≈ U - 6T + 6T²/U.

The first two terms are the tempting estimate; the third is the energy gained by brief separation. At U = 40T the formula gives 34.1500T and the full condition 34.1503T.

**A pair at the zone corner**

For K = (π,π,π)/a every hole hop acquires the factor -1. The relative hopping is then t_e - t_h, and the same derivation gives a threshold 3.957|t_e - t_h|, with binding measured from the continuum edge at that momentum. The sign of the relative hopping does not matter, because a shift of k by the zone corner reverses it. The condition with T thus belongs to K = 0.

Both reductions were tested on the full two-particle Hamiltonian of a periodic 4×4×4 lattice, with t_e = 1.5 eV, t_h = 0.25 eV and U = 5 eV. At K = 0 and at the corner, its lowest energy agreed with the corresponding one-variable condition to better than 10⁻⁸ eV.

**Numbers in the regime of an oxide barrier**

Magnesium oxide, used as a tunnel barrier in magnetic memory, has a direct gap and a rather narrow valence band. Round parameters in its rough regime are a = 0.265 nm, t_e = 1.5 eV and t_h = 0.25 eV, with one site per primitive cell. Near a band minimum the energy rises as ta²k², so the mass is ħ²/(2ta²): 0.36 m for the electron and 2.2 m for the hole, where m is the free-electron mass. The summed hopping is T = 1.75 eV, and

U_c = 3.957 × 1.75 eV = 6.92 eV.

The tempting criterion would ask for 6 × 1.75 = 10.5 eV.

To estimate the attraction, leave out contact exchange and spread each charge uniformly over the same cube of side a. The mean of a/|r-r'| for two points in the cube follows from

1/r = (2/√π) ∫₀^∞ exp(-s²r²) ds.

In units of a, each Cartesian distance x has probability density 2(1-x) between 0 and 1, so the mean is

(2/√π) ∫₀^∞ f(s)³ ds, f(s) = 2∫₀¹ (1-x) exp(-s²x²) dx,

which equals 1.882. With e²/a = 5.434 eV in Gaussian units, the bare attraction is

U = 1.882 × 5.434 eV = 10.23 eV.

This lies between the two criteria. The tempting one denies binding, since 10.23 < 10.5. The full condition gives a bound state with B = 1.72 eV and P₀ = 0.76. The pair is apart for about a quarter of the time, and this lowers its energy from -10.23 eV to -10.5 - 1.72 = -12.22 eV. These figures belong to the simple cubic lattice, while magnesium oxide is face-centred cubic. With twelve neighbours, the same masses and the same cell volume, the summed hopping is 0.69 eV, the threshold 6.20 eV and the tempting criterion 8.33 eV. The same U then exceeds both and binds by 2.7 eV.

Dividing the attraction by an electronic dielectric constant of 3 gives 3.41 eV, only 0.49 of U_c, and the contact model has no exciton. Binding is lost once the contact attraction is reduced by a factor 10.23/6.92 = 1.48. These two numbers are for the simple cubic lattice; on the face-centred cubic lattice they are 0.55 and 1.65. A dielectric constant describes screening over many cells; its use inside one cell is an assumption, and here the answer depends on it.

**The neglected Coulomb tail**

In an insulator the attraction continues outside the common cell as -e²/(εr). For a wide pair the kinetic energy is Ta²k². Take the normalized trial function exp(-r/b)/√(πb³). Its gradient has magnitude φ/b, so the kinetic energy is Ta²/b². The mean of 1/r is (4/b³)∫₀^∞ r exp(-2r/b) dr = 1/b. The energy above the continuum edge is

Ta²/b² - e²/(εb).

It is negative for large enough b, whatever the strength of the tail, so there is no threshold. The minimum is at b = 2εTa²/e² and gives the hydrogen formula

B = e⁴/(4ε²Ta²).

For a static dielectric constant of 10, this is (0.5434 eV)²/(4 × 1.75 eV) = 0.042 eV. Diagonalization on the lattice, with the contact term also divided by 10, gives 0.0419 eV and an rms separation of 3.0 nm once the box is large enough. Walls at 36 spacings give 0.0418 eV and 2.93 nm; walls at 48 and at 62 spacings give 0.0419 eV and 2.97 nm. With the electronic constant 3 and a contact term of 3.41 eV, the lattice gives B = 0.45 eV, an rms separation of 0.92 nm and a same-site probability of 0.03. The tail here is that of point charges; averaging it over cubes, as for the contact term, lowers B by 0.003 eV. In both cases the contact term is below U_c and the tail provides the binding.

**Beside the real material**

Excitons in bulk magnesium oxide are bound by roughly 0.1 eV, between the two tail results and in contradiction to the screened contact model. The number alone does not single out the faulty assumption: a contact term divided by 1.36 instead of 3 on the simple cubic lattice, or by 1.53 on the face-centred cubic one, would also bind by 0.1 eV with no tail at all. The zero range of the force is, however, unphysical in an insulator, and restoring the tail moves the result from no binding to between 0.04 and 0.45 eV, depending on how far the ions take part in screening, provided the contact term is divided by the same constant as the tail. The range is not a bound. With the tail constant at 3, dividing the contact term by 2 or by 1.5 gives 0.52 or 0.72 eV, and leaving it bare gives 2.2 eV. The 18 eV electron bandwidth, 12t_e, extends one cosine band from its edge mass and should not be read as the real conduction band. The real valence band consists of three coupled oxygen p bands. A partial measure of their directionality is to give the hole hoppings of 0.55, 0.10 and 0.10 eV along the three axes, with the mean held at 0.25 eV. This lowers U_c from 6.92 to 6.89 eV. The change is small because the mean is fixed and the much larger isotropic electron hopping dilutes the anisotropy; with t_e = 0.25 eV the same hole hoppings would lower U_c by 5 %, and with t_e = 0 by 22 %. These hoppings mean masses of 1.0 and 5.4 m. A hole with mass 0.4 m along one axis and 2.2 m across it has a larger mean hopping and raises U_c to 8.2 eV, so the threshold in eV is sensitive to the valence band. The same hole lowers the tail result for the electronic constant from 0.45 to 0.38 eV.

A working barrier departs further from the model. It is roughly 1 to 2 nm thick, so the pair with an rms separation of 3.0 nm, or 1.7 nm along the barrier normal, could not keep its bulk shape, and the 0.92 nm pair would feel the electrodes. In a field of 5 MV/cm, or 0.5 V/nm, the change of potential energy over the rms separation is 0.46 eV for the smaller pair, about its binding energy, and 1.49 eV for the larger, some 35 times its binding energy. For a spherical pair the rms separation along the field is smaller by √3, which leaves 0.27 and 0.86 eV. Along the field F the potential -e²/(εr) - eFr has its maximum at -2√(e³F/ε), which falls below the level -B when F exceeds εB²/(4e³). This is 0.10 V/nm for the smaller pair and 0.003 V/nm for the larger. At 0.5 V/nm the zero-field state is therefore a poor description of either pair: on an unbounded lattice the smaller one is found in its initial state with probability 0.24 after 5 fs. At 300 K the thermal energy is 0.026 eV, more than half the binding energy of the larger pair.

The value 3.957T thus decides binding for a contact force at zero total momentum on the simple cubic lattice with nearest-neighbour hopping; on the face-centred cubic lattice the corresponding value is 8.92T. It does not decide whether an insulator with a Coulomb tail has excitons.

Computed results

```
Lattice average W                     0.505462
Threshold U_c/T                       3.95678
U_c/T from open boxes, extrapolated   3.95677
B/T at U = 1.001 U_c, exact root      1.0057e-05
B/T at U = 1.001 U_c, threshold law   1.0066e-05
B/T at U = 40 T, exact root           34.1503
B/T at U = 40 T, strong-coupling law  34.1500
Box 30, U = 0.9 U_c: (-6T - E)/T      -0.00706
Box 30, U = 1.1 U_c: (-6T - E)/T      0.07814
Lattice spacing a                     0.265 nm
Electron hopping t_e                  1.50 eV
Hole hopping t_h                      0.25 eV
Summed hopping T                      1.75 eV
Electron band-edge mass               0.36 m
Hole band-edge mass                   2.17 m
Electron and hole bandwidths          18.0, 3.0 eV
Threshold U_c                         6.924 eV
Threshold at zone corner              4.946 eV
e^2/a                                 5.434 eV
Mean a/r for two points in a cube     1.8823
Same, from random points              1.8837
Bare contact attraction               10.23 eV
Electronic dielectric constant        3.0
Screened contact attraction           3.41 eV
Screened attraction / U_c             0.492
Screening at which binding is lost    1.477
Bare contact: binding energy          1.724 eV
Bare contact: same-site probability   0.756
Bare contact: rms separation          0.174 nm
With tail, electronic screening: B    0.446 eV
  same-site probability               0.029
  rms separation                      0.92 nm
Static dielectric constant            10.0
With tail, static screening: B        0.0418 eV
  effective-mass hydrogen formula     0.0422 eV
  rms separation                      2.93 nm
Barrier field                         5.0 MV/cm
Drop over pair, electronic screening  0.46 eV
Drop over pair, static screening      1.47 eV
Temperature                           300 K
Thermal energy kT                     0.0259 eV
Directional hole hoppings             0.55, 0.10, 0.10 eV
Threshold with directional hopping    6.893 eV
```
